Back-Donation from One Filled d Orbital to n Carbonyl Ligands

Q: A carbonyl ligand accepts electron density from a filled metal d orbital into its empty π* orbital. If I attach more carbonyls, the metal has more places to send its electrons. Why should one carbonyl notice the others at all?

A: The carbonyls draw on the same d orbital, and that orbital holds two electrons. Whether this matters has to be calculated. Take one d orbital of energy e_d and n π* orbitals, one on each carbonyl, all of energy e_π. Treat these n + 1 orbitals as orthonormal, let each π* orbital couple to d with the same strength b, and let the π* orbitals not couple to one another. This is a one-electron model: repulsion enters only through the chosen level energies. The Hamiltonian acts as

H d = e_d d + b (π₁ + π₂ + … + πₙ)

H πⱼ = e_π πⱼ + b d.

Two electrons, of opposite spin, occupy the lowest molecular orbital. The back-donated population is the number of electrons found on the π* orbitals, both spins counted.

Q: "The same strength" looks too generous. The lobes of a d orbital alternate in sign, so some couplings must be +b and others −b.

A: The sign of a basis orbital is a convention. If the coupling to πⱼ is −b, replace πⱼ by −πⱼ and it becomes +b. The energy e_π does not change, and neither does the population, which is a squared coefficient. We may therefore take every coupling as b > 0. The equal magnitudes are a real assumption: they give every carbonyl the same share.

Q: You still have n + 1 coupled equations.

A: Most of them separate. Consider a combination a₁π₁ + … + aₙπₙ. Applying H gives

H Σ aⱼπⱼ = e_π Σ aⱼπⱼ + b (Σ aⱼ) d.

If the coefficients add up to zero, the last term vanishes, and the combination is an eigenstate with energy e_π. One linear condition on n coefficients leaves n − 1 independent combinations of this kind. The remaining one, orthogonal to them all, has equal coefficients:

L = (π₁ + π₂ + … + πₙ)/√n.

The factor 1/√n normalises it. Its coupling to d is a sum of n equal terms:

⟨d|H|L⟩ = (1/√n) · n b = b√n.

So d interacts with a single partner L, with a coupling that grows as √n.

Q: Then solve that pair, but show me that the electrons really go into one of its two levels and not into the n − 1 others.

A: For the pair, the determinant condition is

(e_d − E)(e_π − E) − n b² = 0,

or, multiplied out,

E² − (e_d + e_π)E + e_d e_π − n b² = 0.

The discriminant is (e_d + e_π)² − 4e_d e_π + 4nb² = (e_π − e_d)² + 4nb². Define

D = e_π − e_d, Rₙ = √(D² + 4nb²).

The two levels are then

E± = (e_d + e_π ± Rₙ)/2.

The distance from the lower level to the uncoupled combinations is

e_π − E₋ = (Rₙ + D)/2.

Since b is not zero, Rₙ > |D|, and this distance is positive. E₋ also lies below E₊, so it is the lowest level of all, and both electrons go there.

Q: How much of that orbital sits on the ligands?

A: Write it as c_d d + c_L L. The first row of the eigenvalue equation reads

(e_d − E₋) c_d + b√n c_L = 0.

Here e_d − E₋ = (Rₙ − D)/2, so

c_L = −(Rₙ − D) c_d/(2b√n).

Square this, and use 4nb² = Rₙ² − D² = (Rₙ − D)(Rₙ + D):

c_L²/c_d² = (Rₙ − D)²/(4nb²) = (Rₙ − D)/(Rₙ + D).

Normalisation, c_d² + c_L² = 1, turns the ratio into weights:

c_L² = (Rₙ − D)/(2Rₙ), c_d² = (Rₙ + D)/(2Rₙ).

Two electrons give a total ligand population

Pₙ = 2c_L² = 1 − D/Rₙ.

Every πⱼ has the same squared coefficient, 1/n, in L. The population per ligand is therefore

pₙ = Pₙ/n = (1/n)(1 − D/Rₙ).

Q: That does not settle the matter. For D > 0 the bracket grows with n while 1/n falls. Which wins?

A: Remove the competition by algebra. Multiply numerator and denominator by Rₙ + D:

pₙ = (Rₙ − D)/(nRₙ) = (Rₙ − D)(Rₙ + D)/[nRₙ(Rₙ + D)].

The numerator is now Rₙ² − D² = 4nb², and n cancels:

pₙ = 4b²/[Rₙ(Rₙ + D)].

The number of ligands now appears only inside Rₙ. Keep b and D fixed and add one carbonyl. Because Rₙ₊₁² − Rₙ² = 4b² > 0, Rₙ grows. Both factors in the denominator are positive and both grow, while the numerator stays the same. Hence

pₙ₊₁ < pₙ for every n ≥ 1.

This is the proof. It needs b ≠ 0, and b and D independent of n.

Q: I follow the algebra, but what is the physical cause? "Sharing" is only a word.

A: The second row of the original problem tells us. For ligand j,

(e_π − E₋) cⱼ + b c_d = 0, so cⱼ = −b c_d/(e_π − E₋),

and therefore

pₙ = 2b² c_d²/(e_π − E₋)².

Suppose D > 0, the usual meaning of a filled d orbital below empty acceptors. Adding a carbonyl does two things. It lowers E₋, so the occupied orbital lies further from each π* level and mixes less with it. It also reduces c_d² = (1 + D/Rₙ)/2, so less d character is left to couple to any one ligand. Both changes reduce pₙ.

Q: If the coupling is weak, the d orbital is hardly depleted. Surely the ligands are then independent?

A: To leading order they are. Put x = 4nb²/D² and expand for small x and D > 0:

D/Rₙ = (1 + x)^(−1/2) = 1 − x/2 + 3x²/8 − …

Pₙ = x/2 − 3x²/8 + …

pₙ = 2b²/D² − 6nb⁴/D⁴ + …

The first term does not contain n. The competition enters at fourth order in b. It can be divided between the two causes: c_d² ≈ 1 − nb²/D², while e_π − E₋ ≈ D + nb²/D, so that 1/(e_π − E₋)² ≈ (1 − 2nb²/D²)/D². In this limit the lowered level accounts for two thirds of the decrease and the depleted d orbital for one third.

Q: And in the opposite limit?

A: When b√n is much larger than |D|, D/Rₙ tends to zero. The total tends to one electron, and pₙ tends to 1/n. For D > 0 the total Pₙ = 1 − D/Rₙ rises towards one electron from below, so the metal does give away more in total as carbonyls are added.

The proof also covers D < 0, where the acceptor level starts below d. Then Pₙ = 1 + |D|/Rₙ, and the total itself falls with n. The population per ligand still falls, but the case no longer describes a filled d orbital donating to empty π* orbitals.

Q: How many carbonyls can one real d orbital reach? I doubt that n can be any integer.

A: In an octahedral complex n goes up to 4. Take d_xy and a carbonyl on the x axis. Its two π* orbitals point along y and z. The d_xy orbital changes sign under reflection y → −y, as does the first of them, so they can couple. The second changes sign under z → −z, but d_xy does not, so their coupling vanishes. The same argument gives one partner on each of the four carbonyls in the xy plane. For a carbonyl on the z axis, the π* orbital along x is even under y → −y and the one along y is even under x → −x. As d_xy is odd under both, neither couples.

In a hexacarbonyl, d_xy, d_xz and d_yz each have four such partners. That makes twelve links for twelve π* orbitals, two on each carbonyl, and no π* orbital is used twice. The problem splits into three copies of n = 4, and each carbonyl receives 2p₄.

Q: Give me numbers.

A: Take D = 3.0 eV and b = 1.2 eV, with e_d = 0. These are round values chosen for illustration and are not fitted to any compound. For n = 1,

R₁ = √(3.0² + 4 × 1.2²) = √14.76 = 3.842 eV

p₁ = 5.76/(3.842 × 6.842) = 0.219 electrons.

For n = 4,

R₄ = √(9.00 + 23.04) = 5.660 eV

p₄ = 5.76/(5.660 × 8.660) = 0.118 electrons.

The full series, in electrons, is:

n = 1: total 0.219, per ligand 0.219
n = 2: total 0.338, per ligand 0.169
n = 3: total 0.415, per ligand 0.138
n = 4: total 0.470, per ligand 0.118

From n = 1 to n = 4 the total roughly doubles, while each ligand's share falls by 46%. A carbonyl in the hexacarbonyl receives 2p₄ = 0.235 electrons from its two d partners. The leading weak-coupling term, 2b²/D² = 0.320 electrons, is 46% above the model's own p₁, so these parameters are outside the range where that term suffices.

Q: Does the energy tell the same story?

A: In this model it does. Relative to two electrons in the uncoupled d orbital, the stabilisation is 2e_d − 2E₋ = Rₙ − D. Per ligand it is

(Rₙ − D)/n = 4b²/(Rₙ + D),

which also falls as n grows. It goes from 0.84 eV at n = 1 to 0.67 eV at n = 4. This is the π part alone. A metal–carbonyl bond also has a σ part, so these are not bond energies.

Q: Here is my main objection. You froze D. Each carbonyl also donates σ electrons to the metal, which should push the d level up.

A: That is the condition on which the result rests. At fixed n and b, a smaller gap increases back-donation, because

∂(D/Rₙ)/∂D = 1/Rₙ − D²/Rₙ³ = 4nb²/Rₙ³ > 0.

So a gap that narrows as carbonyls are added works against the decrease. Let it shrink from D to D′ = D − g when ligand n + 1 arrives. The share is unchanged if

[1 − D′/√(D′² + 4(n + 1)b²)]/(n + 1) = pₙ.

Call q = 1 − (n + 1)pₙ. The condition becomes D′ = q√(D′² + 4(n + 1)b²). Squaring and collecting D′² gives D′²(1 − q²) = 4(n + 1)b²q², and since D′ has the sign of q,

D′ = 2b√(n + 1) q/√(1 − q²).

For n = 1, q = 1 − 2 × 0.219 = 0.562 and D′ = 2.305 eV, so the critical narrowing is g = 0.695 eV. Starting instead from a 3.0 eV gap at n = 2 or n = 3, it is 0.642 or 0.602 eV. If the gap narrows by more than this, the share rises.

For weak coupling, the gain from narrowing is (2b²/D²)(2g/D) and the loss from competition is 6b⁴/D⁴. Setting them equal gives g ≈ 3b²/(2D), here 0.72 eV.

Q: So σ donation could reverse your theorem?

A: It could reverse the trend; the theorem assumes fixed D. Start with D = 3.0 eV at n = 1. If each further carbonyl raises the d level by 0.30 eV, the shares for n = 1 to 4 are 0.219, 0.189, 0.167 and 0.150 electrons. They still fall, but more slowly. If the second carbonyl raises it by 0.80 eV, the share goes up, from 0.219 to 0.228 electrons. Both shifts are chosen to show the sensitivity; the model does not predict them.

Q: What else have you left out?

A: The filled π orbitals of CO have the same symmetry as the π* orbitals and also couple to d; they lie below it and push it up. The model omits them, and their effect is not sized here. Three further effects can be sized with the same D and b, each with a round strength.

First, d and π* overlap. Give each pair an overlap of 0.10, set e_d = 0, and take the coupling as −1.2 eV, so that positive overlap goes with bonding. The problem becomes Hc = ESc, with S the overlap matrix, solved numerically. Mulliken's division of the overlap density gives ligand j the population 2cⱼ(Sc)ⱼ. The shares become 0.255, 0.190, 0.153 and 0.128 electrons. These values belong to the chosen zero of energy, because with overlap a coupling has no meaning apart from that zero. The same −1.2 eV, gap and overlap with e_d = −4 eV would give 0.152 electrons at n = 1 and 0.094 at n = 4. The example therefore tests the trend and does not fix the size of the overlap effect.

Second, the π* orbitals may couple to one another. With −0.10 eV between every pair, each term of L gains n − 1 such couplings, and the energy of L moves to e_π − 0.10(n − 1) eV. This is another narrowing of the gap, and p₄ rises to 0.127 electrons. The strength matters: for two π* orbitals the gap narrows by the size of their coupling, so a negative coupling larger in magnitude than the critical 0.695 eV would make the share rise from n = 1 to n = 2. One common value is a simplification. In the plane of an octahedral complex, with all couplings to d made positive, neighbouring π* orbitals overlap in phase, while opposite ones, being further apart, overlap out of phase and far more weakly. The magnitude 0.10 eV is a round value, and the coupling between real neighbouring carbonyls may be larger. If the opposite pairs are given +0.10 eV instead, p₄ is 0.121 electrons.

Third, two electrons on the metal repel each other. Let D be the cost of moving the first electron out of the filled d orbital, and let U = 4.0 eV be the repulsion that this removes. Moving the second electron then costs D + U. The singlet states with zero, one and two electrons in L have energies 0, D and 2D + U, and neighbouring states are coupled by √2 · b√n. Numerical diagonalisation gives shares of 0.195, 0.145, 0.117 and 0.099 electrons. The repulsion reduces p₄ by 16% relative to the one-electron result.

In all three cases the share falls from n = 1 to n = 4 at these strengths. That is a result for these parameters and not a general proof.

Q: And temperature? Precursors are heated.

A: At 400 K the thermal energy is 0.0345 eV. The smallest orbital excitation for n = 1 to 4 is 3.765 eV, at n = 2, from E₋ to the uncoupled combination. Its Boltzmann factor is about 4 × 10⁻⁴⁸, so thermal occupation of the upper orbitals is negligible in this model.

Q: What may I conclude about an actual carbonyl precursor?

A: Metal hexacarbonyls serve as volatile sources for depositing metal films, and the n = 4 pattern belongs to their octahedral geometry. The constant gap is an assumption that a real series need not obey, and the result is sensitive to it: with the D and b used here, a d level that rises by 0.30 eV per added carbonyl puts p₄ 27% above the fixed-gap value. If carbonyls are instead exchanged for ligands that accept no π density but push the d level higher, the gap widens as the number of carbonyls grows, and the decrease per carbonyl is reinforced. Bond lengths may also change, and b with them; for D > 0 a larger b increases the share at fixed n. The populations depend on how the density is divided between atoms, and the model gives neither a volatility nor a decomposition temperature. It supports a conditional comparison: with equal gaps and couplings, a carbonyl that shares its d orbital with fewer other carbonyls receives more back-donation from it. Removing one carbonyl from a hexacarbonyl need not meet this condition: the lower symmetry splits the three d orbitals, so they no longer share one gap. Near equality may not be enough. If the n = 3 case has a gap 5% above 3.0 eV and a coupling 5% below 1.2 eV, while the n = 4 case has the opposite shifts, the shares are 0.125 and 0.127 electrons, and the order is reversed.
